# Single-Site Holstein Model: Phonon-Mediated Attraction and the Double-Well Potential

## Problem

One lattice site holds up to two electrons, one of each spin, and carries one vibrational coordinate $x$ of unit mass. With $\hbar=k_B=1$, the Hamiltonian is

$$
H=\frac{p^2}{2}+\frac{\omega^2x^2}{2}+\lambda x\,n-\mu n,\qquad n=n_\uparrow+n_\downarrow ,
$$

with $\omega,\lambda>0$. There is no direct electron–electron repulsion and no hopping.

**(a)** Find all energy levels and the effective interaction $U$ between two electrons on the site.

**(b)** Find the partition function, the chemical potential for half filling, $\langle n\rangle=1$, and the double occupancy $D=\langle n_\uparrow n_\downarrow\rangle$ at half filling.

**(c)** In a path-integral simulation the coordinate becomes a periodic path $x(\tau)$, $0\le\tau\le 1/T$. Its static part is the average $\bar x=T\int_0^{1/T}x(\tau)\,d\tau$. Derive the effective potential of $\bar x$ at half filling, and determine when it has two minima.

**(d)** Find the well positions and the barrier close to the onset of the double well and at low temperature. Evaluate them for $\omega=1.5$, $\lambda=3$.

**(e)** Does a double well for $\bar x$ imply two peaks in the probability density of the position $x$ itself?

**(f)** Find a global change of the path that exchanges the two wells at no cost in statistical weight.

Energies are in a unit $E_0$ and lengths in $l_0=\hbar/\sqrt{ME_0}$, where $M$ is the oscillator mass. The parameters are round model values.

## Solution

### (a) Levels and interaction

The operator $n$ commutes with $H$, so it may be replaced by its value 0, 1 or 2. Define

$$
d=\frac{\lambda}{\omega^2},\qquad E_p=\frac{\lambda^2}{2\omega^2}.
$$

Expanding the square gives

$$
\frac{\omega^2}{2}(x+nd)^2=\frac{\omega^2x^2}{2}+\omega^2d\,n x+\frac{\omega^2d^2}{2}n^2
=\frac{\omega^2x^2}{2}+\lambda n x+E_pn^2 .
$$

The potential energy with $n$ electrons is therefore $\frac{\omega^2}{2}(x+nd)^2-E_pn^2-\mu n$. This is an oscillator of unchanged frequency, centred at $x=-nd$ and lowered by $E_pn^2$. Its levels are

$$
E(n,m)=\omega\left(m+\tfrac12\right)-E_pn^2-\mu n,\qquad m=0,1,2,\dots
$$

Each $n_\sigma$ is 0 or 1, so $n_\sigma^2=n_\sigma$ and $n^2=n+2n_\uparrow n_\downarrow$. Hence

$$
-E_pn^2=-E_p\,n-2E_p\,n_\uparrow n_\downarrow .
$$

The first term lowers the energy by $E_p$ per electron. The second is an interaction of Hubbard form $Un_\uparrow n_\downarrow$ with

$$
U=-2E_p=-\frac{\lambda^2}{\omega^2}.
$$

The attraction arises because the displacement is proportional to $n$ while the energy gained is proportional to its square: two electrons sharing one distortion gain $4E_p$, but two electrons on separate sites gain $2E_p$.

For the example, $d=3/2.25=1.333\,l_0$, $E_p=9/4.5=2\,E_0$ and $U=-4\,E_0$. Numerical diagonalization at $\mu=0$ gives lowest levels $0.75$, $-1.25$ and $-7.25\,E_0$ for $n=0,1,2$. Thus

$$
E(2)+E(0)-2E(1)=-7.25+0.75+2.50=-4.00\,E_0 .
$$

The zero-point energy and $\mu$ cancel in this combination.

### (b) Thermodynamics and half filling

Every electron sector has the same oscillator factor $\sum_m e^{-\omega(m+1/2)/T}=1/[2\sinh(\omega/2T)]$. There is one state with $n=0$, two with $n=1$ and one with $n=2$, so

$$
Z=\frac{1+2e^{(\mu+E_p)/T}+e^{(2\mu+4E_p)/T}}{2\sinh(\omega/2T)} .
$$

Let $P_n$ be the probability of $n$ electrons. Since $P_0+P_1+P_2=1$,

$$
\langle n\rangle-1=P_1+2P_2-1=P_2-P_0 .
$$

Half filling thus requires equal weights for the empty and the doubly occupied site, $2\mu+4E_p=0$, or

$$
\mu=-2E_p=-\frac{\lambda^2}{\omega^2}.
$$

A Hubbard site without a level shift would need $\mu=U/2=-E_p$; the level shift supplies the other $-E_p$. Each singly occupied state now has weight $e^{-E_p/T}$ relative to the empty one, so

$$
D=\frac{1}{2+2e^{-E_p/T}} .
$$

At $T=0.5\,E_0$, $e^{-4}=0.018$ and $D=0.491$. The site is empty or doubly occupied with probability 0.491 each, and singly occupied with probability 0.018. Half filling here is an average over pairs present and pairs absent.

The electron probabilities are those of an attractive Hubbard site with the shifted level, for every $\omega$. The time delay of the phonon response plays no part because $n$ does not change in time. Hopping would remove this simplification.

### (c) Effective potential of the static displacement

For a fixed path and fixed $n$, the electron weight is

$$
\exp\left[-n\int_0^{1/T}(\lambda x(\tau)-\mu)\,d\tau\right]=e^{-n(\lambda\bar x-\mu)/T}.
$$

Summing over the four electron states gives

$$
1+2e^{-(\lambda\bar x-\mu)/T}+e^{-2(\lambda\bar x-\mu)/T}=\left[1+e^{-(\lambda\bar x-\mu)/T}\right]^2 .
$$

The electrons respond only to the average of the path. Now write $x(\tau)=\bar x+\sum_{k\ne0}x_ke^{i\nu_k\tau}$ with $\nu_k=2\pi kT$. The oscillator action separates because different Fourier modes are orthogonal over the period:

$$
\int_0^{1/T}\left(\frac{\dot x^2}{2}+\frac{\omega^2x^2}{2}\right)d\tau
=\frac{\omega^2\bar x^2}{2T}+\frac{1}{2T}\sum_{k\ne0}(\nu_k^2+\omega^2)|x_k|^2 .
$$

The modes with $k\neq0$ do not couple to $\bar x$ or to the electrons, so their Gaussian integrals give a constant. The distribution of $\bar x$ is proportional to $e^{-V_{\rm tot}/T}$, with

$$
V_{\rm tot}(\bar x)=\frac{\omega^2\bar x^2}{2}-2T\ln\left[1+e^{-(\lambda\bar x-\mu)/T}\right].
$$

No assumption of a slow oscillator was made. At half filling, set $\bar x=y-d$. Since $\lambda d=\lambda^2/\omega^2=-\mu$,

$$
\lambda\bar x-\mu=\lambda y-\lambda d-\mu=\lambda y .
$$

The two parts of the potential become

$$
\frac{\omega^2(y-d)^2}{2}=\frac{\omega^2y^2}{2}-\lambda y+E_p ,
$$

$$
-2T\ln\left(1+e^{-\lambda y/T}\right)
=-2T\ln\left[e^{-\lambda y/2T}\,2\cosh\frac{\lambda y}{2T}\right]
=\lambda y-2T\ln\left(2\cosh\frac{\lambda y}{2T}\right).
$$

The linear terms cancel. Dropping the constant $E_p$ leaves the even function

$$
V(y)=\frac{\omega^2y^2}{2}-2T\ln\left(2\cosh\frac{\lambda y}{2T}\right).
$$

Its derivatives are

$$
V'(y)=\omega^2y-\lambda\tanh\frac{\lambda y}{2T},\qquad
V''(0)=\omega^2-\frac{\lambda^2}{2T}.
$$

Stationary points satisfy $y=d\tanh(\lambda y/2T)$. Consider $f(y)=d\tanh(\lambda y/2T)-y$ for $y>0$. It is strictly concave, starts at zero with slope $\lambda d/(2T)-1$, and tends to $-\infty$. If the initial slope is positive, $f$ has one positive zero; otherwise it has none. Because $V'=-\omega^2f$, this zero is a minimum of $V$, and symmetry supplies its partner at negative $y$. The condition for two minima is therefore

$$
T<T^*=\frac{\lambda^2}{2\omega^2}=\frac{|U|}{2}.
$$

At and above $T^*$ the single minimum is at $y=0$. In the example $T^*=2\,E_0$; the numerical count is one minimum at $1.02\,T^*$ and two at $0.98\,T^*$.

The claim that $V$ holds for a quantum oscillator can be tested by adding $hx$ to $H$. Each path weight then acquires the factor $e^{-h\bar x/T}$, so $Z(h)/Z(0)$ must equal the average of this factor over $e^{-V/T}$. At $T=0.5\,E_0$, where $\omega/T=3$ and the oscillator is not classical, diagonalization and the average over $V$ both give $5.03439$ for $h=0.4\,E_0/l_0$. The other three sources in the numerical output agree equally well.

### (d) Wells and barrier

Put $z=\lambda y^*/2T$, where $y^*$ is the positive minimum. Since $\lambda d/2T=T^*/T$, the stationarity condition reads $(T/T^*)z=\tanh z$. Just below $T^*$, $z$ is small and $\tanh z\approx z-z^3/3$. Dividing by $z$ gives $z^2\approx3(1-T/T^*)$. With $2T/\lambda\approx2T^*/\lambda=d$, to leading order,

$$
y^*\approx d\sqrt{3\left(1-\frac{T}{T^*}\right)} .
$$

The wells thus separate continuously from the centre.

The barrier is

$$
\Delta=V(0)-V(y^*)=2T\ln\cosh\frac{\lambda y^*}{2T}-\frac{\omega^2y^{*2}}{2}.
$$

Since $y^*=2Tz/\lambda$, the last term equals $T^2z^2/T^*$. Close to the onset, $\ln\cosh z\approx z^2/2-z^4/12$, so

$$
\Delta\approx Tz^2\left(1-\frac{T}{T^*}\right)-\frac{Tz^4}{6} .
$$

Inserting $z^2\approx3(1-T/T^*)$ and replacing the prefactor $T$ by $T^*$ gives, to leading order,

$$
\Delta\approx\frac{3T^*}{2}\left(1-\frac{T}{T^*}\right)^2 .
$$

The barrier therefore also grows continuously from zero.

For $T\ll T^*$, $\tanh z\to1$ and $y^*\to d$, while $\ln\cosh z\to z-\ln2$. Then

$$
\Delta\to\lambda d-2T\ln2-\frac{\omega^2d^2}{2}=2E_p-2T\ln2-E_p=E_p-2T\ln2 .
$$

The term $2T\ln2=T\ln4$ is an entropy contribution: at $y=0$ all four electron states have equal weight, whereas deep in a well one state dominates. The well at $y\approx+d$ ($\bar x\approx0$) belongs to the empty site, and that at $y\approx-d$ ($\bar x\approx-2d$) to the doubly occupied one.

For $T=0.5\,E_0$, $y^*=1.3324\,l_0$ and $\lambda y^*/2T=3.997$, so

$$
\Delta=2(0.5)\ln\cosh(3.997)-1.125\,(1.3324)^2\approx3.304-1.997=1.307\,E_0 .
$$

The low-temperature formula also gives $2-0.693=1.307\,E_0$. Other temperatures give:

| $T/E_0$ | $y^*/l_0$ | $\Delta/E_0$ | $e^{-\Delta/T}$ |
|---|---|---|---|
| 1.00 | 1.277 | 0.653 | 0.520 |
| 0.50 | 1.332 | 1.307 | 0.073 |
| 0.25 | 1.333 | 1.653 | 0.0013 |

The last column is the probability density of $\bar x$ at the barrier top relative to that at a minimum. Cooling from $1$ to $0.25\,E_0$ hardly moves the wells but nearly empties the region between them.

### (e) Average displacement and actual position

Expanding the square of the hyperbolic cosine gives

$$
e^{-V/T}=e^{-\omega^2y^2/2T}\left(e^{\lambda y/T}+2+e^{-\lambda y/T}\right).
$$

Completing the squares turns this into three Gaussians of variance $T/\omega^2$, centred at $d,0,-d$ with weights $e^{E_p/T},2,e^{E_p/T}$. The outer two have probability $D$ each, so

$$
\langle y^2\rangle_{\rm average}=\frac{T}{\omega^2}+2Dd^2 .
$$

The actual position, measured as $x+d$, has the same centres and probabilities, but each Gaussian has the full thermal and quantum variance of an oscillator:

$$
\langle(x+d)^2\rangle=\frac{1}{2\omega}\coth\frac{\omega}{2T}+2Dd^2 .
$$

At $T=0.5\,E_0$ these are $0.222+1.746=1.968\,l_0^2$ and $0.368+1.746=2.114\,l_0^2$. They coincide in the classical limit $T\gg\omega$, where $\coth(\omega/2T)\to2T/\omega$.

As $T\to0$, the position density becomes two equal Gaussians at $\pm d$ with variance $s=1/(2\omega)$. Setting the derivative of their sum to zero gives

$$
(y-d)e^{yd/s}+(y+d)e^{-yd/s}=0
\quad\Longrightarrow\quad y=d\tanh\frac{yd}{s}.
$$

By the argument of part (c), nonzero solutions require $d^2/s>1$, that is

$$
\frac{2\lambda^2}{\omega^3}>1 .
$$

The answer to the question is no. For $\lambda=1$, $\omega=1.5$ this ratio is 0.59, while $T^*=0.222\,E_0$. At $T=0.05\,E_0$ the potential $V$ has two minima, but the diagonalized position density has one peak: zero-point motion covers the separation. For $\lambda=3$ the ratio is 5.33, and at $T=0.5\,E_0$ the density has two peaks.

### (f) A global update

Write the whole path as $x(\tau)=y(\tau)-d$. The algebra of part (c), applied before integrating out any modes, gives the total weight at half filling, up to a constant:

$$
W[y]=\exp\left[-\int_0^{1/T}\left(\frac{\dot y^2}{2}+\frac{\omega^2y^2}{2}\right)d\tau\right]
\left[2\cosh\frac{\lambda\bar y}{2T}\right]^2 .
$$

It is unchanged by $y(\tau)\to-y(\tau)$ at all times together, which in the original coordinate is

$$
x(\tau)\to-2d-x(\tau).
$$

The move is its own inverse and preserves the integration measure, so the Metropolis rule accepts it with probability one. It carries $\bar y$ from one well to the other without visiting the barrier. Updates that shift $\bar y$ in small steps must instead pass through the region whose relative density is listed in part (d).

The symmetry belongs to half filling. For a random test path in the example, the logarithm of the weight is unchanged by the reflection to within $10^{-9}$. Raising $\mu$ by $0.2\,E_0$ makes it change by $0.754$. The reflection can still be proposed there, but the reverse move, which lowers the weight, is accepted with probability $e^{-0.754}\approx0.47$.

## Computed results

```
omega = 1.5 E0, lambda = 3.0 E0/l0, T = 0.5 E0
displacement per electron d = 1.3333 l0
polaron energy E_p = 2.0000 E0
lowest level at mu=0, n=0: 0.7500 E0 (diagonalized)
lowest level at mu=0, n=1: -1.2500 E0 (diagonalized)
lowest level at mu=0, n=2: -7.2500 E0 (diagonalized)
U from diagonalization = -4.000000 E0
U = -lambda^2/omega^2 = -4.000000 E0
half-filling mu = -4.0000 E0, filling = 1.000000
probability n=0: 0.4910, n=1: 0.0180, n=2: 0.4910
double occupancy formula D = 0.4910
mean displacement <x> = -1.3333 l0
threshold temperature T* = 2.0000 E0
minima of V at 1.02 T*: 1, at 0.98 T*: 2
V''(0) at T=0.5 E0: formula -6.7500, numeric -6.7500 E0/l0^2
T [E0], V''(0) [E0/l0^2], y* [l0], barrier [E0], top/minimum density
  3.00  0.7500  single minimum at y = 0
  1.00  -2.2500  1.2767  0.6530  0.52046
  0.50  -6.7500  1.3324  1.3072  0.07321
  0.25  -15.7500  1.3333  1.6534  0.00134
low-T barrier estimate at T=0.5 E0: 1.3069 E0
source h [E0/l0], Z(h)/Z(0) diagonalized, same from V
  -1.0  0.771432  0.771432
  -0.4  0.596282  0.596282
  0.4  5.03439  5.03439
  1.0  159.785  159.785
<y^2> of time-averaged displacement = 1.9680 l0^2
<y^2> of instantaneous displacement = 2.1141 l0^2
2 lambda^2/omega^3 = 5.3333; position-density peaks: 2
weak case: lambda = 1.0 E0/l0, T = 0.05 E0, T* = 0.2222 E0
weak case: 2 lambda^2/omega^3 = 0.5926
weak case: minima of V: 2, position-density peaks: 1
path reflection, |log-weight change| at half filling below 1e-9: True
path reflection, log-weight change at mu + 0.2 E0: 0.7540
```
